# Line Source Function of a Two-Level Ion with Photon Escape, part 1

(Sections cited here and not found follow in the second part.)

## I. From the rate equations to the source function

A laser-heated tin plasma emits extreme-ultraviolet light near 13.5 nm through lines of highly charged ions. Electrons excite an ion, and the ion radiates. If the plasma is thin, the photon leaves. If it is thick, another ion absorbs the photon and may emit it again, and this can happen many times before the photon escapes or an electron collision returns its energy to the electron gas. The brightness of the line therefore lies between two extremes: a thin gas, where each excitation tends to give one escaping photon, and a black body, where collisions and radiation are in full thermal balance. The question is where between them a given plasma lies.

The model is an ion with a lower level 1 and an upper level 2, of statistical weights $g_1,g_2$ and number densities $n_1,n_2$. The line frequency is $\nu$, and the free electrons have a Maxwellian distribution at temperature $T$. The populations are steady, and no light enters from outside unless this is stated.

### The source function

Let $\varphi(\nu')$ be the absorption profile of the line, normalized to $\int\varphi\,d\nu'=1$. Complete frequency redistribution is assumed: a re-emitted photon has no memory of the frequency at which its energy was absorbed, so that emission, absorption and stimulated emission share the same profile. Along a ray of specific intensity $I$ and path length $s$,

$$\frac{dI}{ds}=\frac{h\nu}{4\pi}\varphi\left[n_2A_{21}+n_2B_{21}I-n_1B_{12}I\right]. \tag{1}$$

The Einstein coefficients are defined for intensity: $A_{21}$ is the spontaneous decay rate, and an ion in a profile-averaged mean intensity $J$ absorbs at the rate $B_{12}J$. Here

$$J=\int d\nu'\,\varphi(\nu')\,\frac{1}{4\pi}\oint I\,d\Omega . \tag{2}$$

Taking out the factor that multiplies $-I$ in (1) gives

$$\frac{dI}{ds}=\chi\varphi\,(S-I),\qquad \chi=\frac{h\nu}{4\pi}(n_1B_{12}-n_2B_{21}), \tag{3}$$

$$S=\frac{n_2A_{21}}{n_1B_{12}-n_2B_{21}} . \tag{4}$$

The source function $S$ is the intensity towards which every ray relaxes. It does not vary across the line, because the common profile has cancelled and $\nu$ hardly changes over the line width.

Three relations connect the coefficients:

$$g_1B_{12}=g_2B_{21},\qquad A_{21}=aB_{21},\qquad a=\frac{2h\nu^3}{c^2}. \tag{5}$$

Let $C_{12}$ and $C_{21}$ be the collisional excitation and de-excitation rates per ion. In thermal equilibrium each collisional process balances its inverse. The rates depend on the electrons alone, so for a Maxwellian the same ratio holds whatever the populations are:

$$C_{12}=\frac{g_2}{g_1}C_{21}e^{-x},\qquad x=\frac{h\nu}{kT}. \tag{6}$$

The Planck function is

$$B=\frac{a}{e^{x}-1}=\frac{a\,e^{-x}}{1-e^{-x}} . \tag{7}$$

### Eliminating the populations

In steady state, upward and downward transitions balance:

$$n_1(B_{12}J+C_{12})=n_2(A_{21}+B_{21}J+C_{21}). \tag{8}$$

Collect the terms in $J$ and write $N=n_1B_{12}-n_2B_{21}$:

$$JN+(n_1C_{12}-n_2C_{21})=n_2A_{21}. \tag{9}$$

Division by $N$ turns the right-hand side into $S$, by (4):

$$S=J+\frac{n_1C_{12}-n_2C_{21}}{N}. \tag{10}$$

The last term must be expressed through $S$. With $B_{12}=(g_2/g_1)B_{21}$ and $A_{21}=aB_{21}$, (4) reads

$$S=\frac{a\,n_2}{(g_2/g_1)n_1-n_2}\quad\Longrightarrow\quad \frac{g_2}{g_1}n_1=n_2\left(1+\frac{a}{S}\right). \tag{11}$$

Using (6) and then (11), the numerator in (10) becomes

$$n_1C_{12}-n_2C_{21}=n_2C_{21}\left[\left(1+\frac aS\right)e^{-x}-1\right], \tag{12}$$

while (4) gives the denominator as $N=n_2A_{21}/S$. Their ratio is

$$\frac{C_{21}}{A_{21}}\left[a\,e^{-x}-S(1-e^{-x})\right]
=\frac{C_{21}}{A_{21}}(1-e^{-x})(B-S), \tag{13}$$

where the last step uses $a\,e^{-x}=B(1-e^{-x})$ from (7). Define

$$\kappa=\frac{C_{21}}{A_{21}}(1-e^{-x}),\qquad \epsilon=\frac{\kappa}{1+\kappa}. \tag{14}$$

Then (10) is $S=J+\kappa(B-S)$. Solving for $S$, and noting that $1/(1+\kappa)=1-\epsilon$,

$$S=(1-\epsilon)J+\epsilon B. \tag{15}$$

The number $\epsilon$ is the collisional destruction probability. The line source consists of scattered light, with weight $1-\epsilon$, and thermal light, with weight $\epsilon$. The factor $1-e^{-x}$ in (14) is what remains of stimulated emission, and no approximation has been made about it.

### Inserting the escape probability

Equation (15) is not yet a solution, because $J$ depends on the source function throughout the plasma. Define the net escape probability at a point by

$$P=1-\frac JS . \tag{16}$$

Substituting $J=(1-P)S$ in (15) gives $S\,[1-(1-\epsilon)(1-P)]=\epsilon B$. The bracket is $1-(1-P-\epsilon+\epsilon P)=\epsilon+(1-\epsilon)P$, so that

$$\boxed{\,S=B\,\frac{\epsilon}{\epsilon+(1-\epsilon)P}\,} \tag{17}$$

With $P$ defined by (16), this is an identity for the two-level ion. It becomes an approximation when $P$ is replaced by a quantity computed without knowledge of $S$, such as the probability that a photon escapes in a single flight. Part II examines that replacement.

Since $(1-\epsilon)/\epsilon=1/\kappa$, an equivalent form is

$$\frac SB=\frac{\kappa}{\kappa+P}. \tag{18}$$

The competition is between $\kappa$ and $P$. If $P\ll\kappa$, photons are returned to the electron gas before they escape, and $S$ approaches $B$. If $P\gg\kappa$, then $S\approx\kappa B/P$, which is small, but larger by $1/P$ than it would be without trapping. If nothing is reabsorbed, $J=0$ and $P=1$, and (17) gives $S=\epsilon B$. The source function is half the Planck function when $\kappa=P$. For a strongly trapped line this can happen although $\kappa$ is far below one, so collisions need not outpace spontaneous decay for the source function to reach a large part of the Planck function.

For $0<P\le1$ the same result can be read as a sum over generations of photons:

$$S=\epsilon B\sum_{k=0}^{\infty}\left[(1-\epsilon)(1-P)\right]^k . \tag{19}$$

The thermal source is $\epsilon B$. Each further generation is reduced by the probability $1-P$ of being reabsorbed and the probability $1-\epsilon$ of then being re-emitted.

If outside light contributes a part $J_{\rm ext}$ to $J$, let $P$ describe the internally produced part, $J=(1-P)S+J_{\rm ext}$. The same algebra gives

$$S=\frac{\epsilon B+(1-\epsilon)J_{\rm ext}}{\epsilon+(1-\epsilon)P}. \tag{20}$$

Equation (17) therefore requires $(1-\epsilon)J_{\rm ext}\ll\epsilon B$, which is a severe condition when $\epsilon$ is small.

### Populations and the fate of an excitation

The net radiative loss of the upper level is spontaneous decay less net absorption. By (4) and (16),

$$n_2A_{21}-JN=n_2A_{21}\left(1-\frac JS\right)=n_2A_{21}P . \tag{21}$$

Trapping thus acts on the upper level as if the decay rate were $PA_{21}$. Equation (9) becomes

$$n_1C_{12}=n_2(C_{21}+PA_{21}), \tag{22}$$

and (6) then gives the population ratio relative to its Boltzmann value:

$$b\equiv\frac{n_2/n_1}{(g_2/g_1)e^{-x}}=\frac{C_{21}}{C_{21}+PA_{21}}. \tag{23}$$

Equation (22) also gives the share of collisional excitations whose energy is lost as radiation rather than returned to the electrons:

$$\eta=\frac{PA_{21}}{C_{21}+PA_{21}}=1-b . \tag{24}$$

A line near thermal brightness therefore converts a small share of its excitations into escaping light.

### Why the stimulated factor matters

Suppose that the destruction probability is taken to be the plain ratio $\epsilon_0=C_{21}/(A_{21}+C_{21})$, without the factor $1-e^{-x}$. Since $1-\epsilon_0=A_{21}/(A_{21}+C_{21})$,

$$\frac{\epsilon_0}{\epsilon_0+(1-\epsilon_0)P}=\frac{C_{21}}{C_{21}+PA_{21}}=b. \tag{25}$$

With the plain ratio, the expression in (17) is thus a correct statement about populations, but not about the source function. To relate the two, note from (23) that $g_1n_2/(g_2n_1)=b\,e^{-x}$. Equation (11) then gives $S=a\,b\,e^{-x}/(1-b\,e^{-x})$, and division by (7) yields

$$\frac SB=b\,\frac{1-e^{-x}}{1-b\,e^{-x}} . \tag{26}$$

For $b<1$ this is smaller than $b$, and the two agree when $e^{-x}\ll1$. A case with small $x$ shows the difference. For $x=0.2$, $C_{21}/A_{21}=0.05$ and $P=0.1$, (23) gives $b=0.05/0.15=0.333$, whereas (26) gives $S/B=0.083$. Iterating the rate equation (8) with $J=(1-P)S$ until it settles gives the same two values. The plain ratio would overstate the source function fourfold here.

### The collision rate of a tin line

To find $\epsilon$ for an actual plasma, a collision rate is needed. The van Regemorter formula estimates the excitation cross-section of an allowed transition at electron energy $E\ge\Delta E=h\nu$:

$$\sigma_{12}(E)=\frac{8\pi}{\sqrt3}\,\pi a_0^2\,f\,\bar g\,\frac{R^2}{E\,\Delta E}, \tag{27}$$

where $a_0$ is the Bohr radius, $R$ the Rydberg energy, $f$ the absorption oscillator strength and $\bar g$ a Gaunt factor, taken as constant. This is a semi-empirical estimate, not a calculation for a particular ion. The Maxwellian energy distribution is $2\pi^{-1/2}(kT)^{-3/2}\sqrt E\,e^{-E/kT}$, and the electron speed is $\sqrt{2E/m}$. In the average of speed times cross-section the powers of $E$ cancel, leaving $\int_{\Delta E}^{\infty}e^{-E/kT}dE=kT\,e^{-x}$. The excitation coefficient is

$$q_{12}=\frac{8\pi}{\sqrt3}\,\pi a_0^2f\bar g\,\frac{R^2}{\Delta E}\;2\sqrt{\frac{2}{\pi m kT}}\;e^{-x}, \tag{28}$$

and by (6) $q_{21}=(g_1/g_2)\,e^{x}q_{12}$. For electron density $n_e$, $C_{21}=n_eq_{21}$.

The oscillator strength is defined by the frequency-integrated absorption cross-section, $h\nu B_{12}/4\pi=\pi r_ecf$, with $r_e$ the classical electron radius. Solving for $B_{12}$ and using (5),

$$A_{21}=a\,\frac{g_1}{g_2}B_{12}=\frac{g_1}{g_2}\,\frac{8\pi^2r_ec}{\lambda^2}\,f . \tag{29}$$

Both $C_{21}$ and $A_{21}$ contain the factor $(g_1/g_2)f$, which cancels in their ratio. Within this estimate $\epsilon$ depends on electron density, temperature, wavelength and $\bar g$, but not on the strength of the line. The line strength enters through $P$.

The example is a single model line at 13.5 nm, with photon energy 91.84 eV, in a plasma with $kT=35$ eV and $n_e=10^{19}\ \mathrm{cm^{-3}}$. The other inputs are $f=0.5$, $\bar g=0.2$ and $g_1=g_2$. Then $x=91.84/35=2.624$. Equations (28) and (29) give $q_{21}=2.91\times10^{-9}\ \mathrm{cm^3/s}$ and $A_{21}=1.83\times10^{11}\ \mathrm{s^{-1}}$, so that

$$C_{21}=2.91\times10^{10}\ \mathrm{s^{-1}},\qquad \frac{C_{21}}{A_{21}}=0.159 . \tag{30}$$

With $e^{-2.624}=0.0725$, $\kappa=0.159\times0.9275=0.148$ and $\epsilon=0.148/1.148=0.129$. The plain ratio would be 0.137.

## II. Escape from a slab, and the tin line

Part I gave the source function of a two-level ion as $S=(1-\epsilon)J+\epsilon B$, where $J$ is the profile-averaged mean intensity, $B$ the Planck function and $\epsilon=\kappa/(1+\kappa)$ the collisional destruction probability, with $\kappa=(C_{21}/A_{21})(1-e^{-x})$ and $x=h\nu/kT$. With $P=1-J/S$ this becomes (17), or equivalently $S/B=\kappa/(\kappa+P)$. For the tin line, $\kappa=0.148$ and $\epsilon=0.129$. What remains is to find $P$ without first knowing $S$.

### The single-flight probability

Consider a static slab, infinite sideways, in which $B$, $\epsilon$, the opacity $\chi$ and the line profile are uniform. Let $u$ be the offset from line centre in units of the Doppler width $\Delta\nu_D$, and let $\phi(u)=e^{-u^2}/\sqrt\pi$, so that $\int\phi\,du=1$. Depth is measured by $\tau=\chi z/\Delta\nu_D$, which runs from 0 to $D$. The optical depth at offset $u$ is $\phi(u)\tau$, and the line-centre thickness is $D/\sqrt\pi$.

Along a ray at angle $\arccos\mu$ to the normal, (3) becomes $\mu\,dI/d\tau=\phi(S-I)$. With no incoming light, the intensity travelling towards larger $\tau$ is

$$I(\tau)=\int_0^\tau S(\tau')\,e^{-\phi(\tau-\tau')/\mu}\,\frac{\phi\,d\tau'}{\mu}, \tag{31}$$

and the opposite direction is treated in the same way. Averaging over angle, with weight $\tfrac12d\mu$, and over the profile gives

$$J(\tau)=\int_0^D K(|\tau-\tau'|)\,S(\tau')\,d\tau'\equiv(\Lambda S)(\tau), \tag{32}$$

$$K(s)=\frac12\int du\,\phi^2E_1(\phi s),\qquad E_n(t)=\int_0^1\mu^{n-2}e^{-t/\mu}d\mu . \tag{33}$$

If $S$ were the same everywhere, $J/S$ would equal $\Lambda1$. Integrating the exponential in (31) over $\tau'$ gives $1-e^{-\phi\tau/\mu}$, and hence

$$P_e(\tau)\equiv1-\Lambda1=\frac12\int du\,\phi\left[E_2(\phi\tau)+E_2(\phi(D-\tau))\right]. \tag{34}$$

This is the probability that a photon emitted at $\tau$, in a random direction and with a frequency drawn from $\phi$, leaves through either face without being absorbed. It is a property of the slab alone. It equals the net probability $P$ of (16) if the source function is uniform over the whole range from which light reaches $\tau$; a vanishing local gradient, as at the slab centre, is not enough.

The source function of the two-level ion now follows from $\epsilon$ and the net escape probability $P$, and the single-flight probability $P_e$ of a uniform slab has been found without knowing $S$. It remains to establish how well $P_e$ can stand in for $P$, and to apply the result to the tin line.
